\section*{Why Core Potentials Create Spurious Deep Donor Levels for Antimony in Silicon}

\section{Two levels for one donor}

Put the difference between the antimony and silicon core potentials into the effective-mass equation for a donor in silicon. With all-electron potentials the lowest level lies $1868$ eV below the conduction edge. With a smooth pseudopotential difference, and the same mass and dielectric screening, it lies $30.7$ meV below. Both potentials come from the same two atoms and have the same Coulomb tail.

Hartree atomic units are used unless another unit is written; donor energies are measured from the conduction edge. The lattice constant ($0.543$ nm), permittivity ($\varepsilon=11.7$) and masses ($m_l=0.92$, $m_t=0.19$) are rough values for silicon. The atoms are non-relativistic, spherical and spin-unpolarized, in the exchange-only local-density approximation.

\section{What the envelope equation discards}

Let $H_0$ be the host Hamiltonian, with Bloch states $\psi_{n\mathbf k}$ and bands $E_n(\mathbf k)$, and let $U$ be the impurity-minus-host potential. Inserting $\Psi=\sum_{n\mathbf k}A_n(\mathbf k)\psi_{n\mathbf k}$ into $(H_0+U)\Psi=E\Psi$ and projecting on $\psi_{n\mathbf k}$ gives
\begin{equation}
[E_n(\mathbf k)-E]A_n(\mathbf k)+\sum_{n'\mathbf k'}
\langle n\mathbf k|U|n'\mathbf k'\rangle A_{n'}(\mathbf k')=0 .
\end{equation}
This is still the full one-electron problem. Three approximations follow:
\begin{enumerate}
\item Only the conduction band is kept.
\item Near a minimum $\mathbf k_0$, $E_c(\mathbf k_0+\mathbf q)\simeq E_c+q^2/2m^*$.
\item The matrix element is replaced by the Fourier component of $U$ at $\mathbf k-\mathbf k'$, as if $U$ varied little within a cell and the periodic parts of the Bloch functions were equal.
\end{enumerate}
With $F(\mathbf r)=\sum_{\mathbf q}A_c(\mathbf k_0+\mathbf q)e^{i\mathbf q\cdot\mathbf r}$ and $E$ now measured from $E_c$,
\begin{equation}
\left[-\frac{\nabla^2}{2m^*}+U(r)\right]F=EF .
\label{eq:ema}
\end{equation}

The host potential survives only in $m^*$. The equation has meaning for $q$ within one valley. Sharing the Brillouin zone, of volume $(2\pi)^3\,4/a^3$, among six equal spheres gives
\begin{equation}
\frac{4\pi}{3}k_c^3=\frac16\,\frac{32\pi^3}{a^3}
\;\Rightarrow\; k_c=\left(\frac{4\pi^2}{a^3}\right)^{1/3}=0.332 .
\end{equation}
Nothing in Eq.~(\ref{eq:ema}) enforces this limit, so a strong compact potential can pull $F$ beyond it.

\section{First contribution: the Coulomb tail}

Outside the cores the ions have charges 5 and 4, so the bare difference is $-1/r$. For the valence electrons take
\begin{equation}
\varepsilon(q)=1+\frac1A,\qquad
A=\frac{1}{\varepsilon-1}+\frac{q^2}{k_{TF}^2},
\end{equation}
where $k_{TF}=1.104$ is the Thomas--Fermi wave number of the mean valence density. Then
\begin{equation}
\frac1{\varepsilon(q)}=\frac{A}{1+A}=1-\frac1{1+A}
=1-\frac{k_{TF}^2}{q^2+q_s^2},\qquad
q_s^2=\frac{\varepsilon\,k_{TF}^2}{\varepsilon-1}.
\end{equation}
Multiply by $-4\pi/q^2$ and use
$1/[q^2(q^2+q_s^2)]=q_s^{-2}[1/q^2-1/(q^2+q_s^2)]$ together with $k_{TF}^2/q_s^2=1-1/\varepsilon$. Transforming back,
\begin{equation}
U_{\rm pt}(r)=-\frac1r\left[\frac1\varepsilon+
\left(1-\frac1\varepsilon\right)e^{-q_sr}\right].
\label{eq:point}
\end{equation}

The tail $-1/\varepsilon r$ alone gives $E=-m^*/2\varepsilon^2$. To fix $m^*$, the anisotropic Coulomb donor was treated with the trial function $\exp[-(\rho^2/a_\perp^2+z^2/a_\parallel^2)^{1/2}]$, whose minimum energy is $-29.6$ meV, or $-0.001088$ hartree. Hence $m^*=2(11.7)^2(0.001088)=0.298$. The mean inverse mass would instead give $0.258$ and $-25.7$ meV, so the treatment of anisotropy is worth about 4 meV. The donor radius is $a^*=\varepsilon/m^*\simeq39$ bohr, or $2.1$ nm. Its typical wave number, $1/a^*\simeq0.025$, is far below $k_c$: the tail belongs in Eq.~(\ref{eq:ema}).

\section{Second contribution: the all-electron core}

At the nucleus the difference is $-(51-14)/r=-37/r$. For an envelope of radius $R$, take
\begin{equation}
E(R)=\frac{1}{2m^*R^2}-\frac ZR,\qquad
\frac{dE}{dR}=-\frac1{m^*R^3}+\frac{Z}{R^2}=0 .
\end{equation}
Thus $R=1/(m^*Z)$ and $E=-m^*Z^2/2$, which is also the hydrogenic ground-state energy. For $Z=37$, $R=0.09$ bohr and $E=-5548$ eV. Core electrons weaken the attraction away from the nucleus; with them alone, the radial equation gives $-2067$ eV. The model valence screening raises this to $-1868$ eV. Each ionic potential here is the atomic potential minus the Hartree and exchange potentials of the valence density; building it from the core density alone gives $-2065$ and $-1865$ eV instead.

Three facts identify this level as spurious.

\textit{Wave vectors.} The root-mean-square wave number of the state is $9.38$, or 28 times $k_c$. Its kinetic energy, $9.38^2/(2\times0.298)\simeq148$ hartree or $4.0$ keV, comes from a parabola extended far beyond the valley that defined it. When the envelope is restricted to $k<k_c$, with $U$ and $m^*$ unchanged, the lowest level becomes $-31.5$ meV.

\textit{Mass.} For a normalized eigenstate the first-order change of the energy is the expectation value of the change in the Hamiltonian, so
\begin{equation}
\frac{\partial E}{\partial m^*}=-\frac{\langle T\rangle}{m^*},\qquad
T=-\frac{\nabla^2}{2m^*}.
\end{equation}
The level must fall as $m^*$ grows. Doubling $m^*$ at fixed $U$ moves it to $-6461$ eV, a factor $3.5$. A pure $-Z/r$ potential would give a factor 2; here the smaller orbit also sees more unshielded nuclear charge. A core electron of antimony has no such dependence on the curvature of silicon's conduction band.

\textit{Energy.} The calculated Sb $2s$ and $3s$ levels are $-159.1$ and $-31.0$ hartree, or $-4329$ and $-844$ eV. The envelope level matches neither, and a change of energy zero by several eV cannot close gaps of a thousand. The antimony core levels do exist in the full problem, where they are filled; Eq.~(\ref{eq:ema}) does not reproduce them.

The next envelope $s$ level is $-29.0$ meV. It is orthogonal to the compact state and resembles the ordinary donor state outside the core. Discarding the deep level would therefore leave a plausible number here, but the short-range shift in that number still comes from a core treated with the conduction mass. The lowest $p$ level, $-7.4$ meV, equals the Coulomb value $-29.6/4$ to the digits given: the centrifugal barrier keeps this state out of the core. It is not a prediction for silicon, because the isotropic mass was matched to the ground state only: with the two masses $m_l$ and $m_t$, the trial function $z\exp[-(\rho^2/a_\perp^2+z^2/a_\parallel^2)^{1/2}]$ already gives $-10.9$ meV.

\section{A crystal where the true spectrum is known}

A one-dimensional crystal can be solved with all its bands. Let each host site carry the well $-\operatorname{sech}^2x$, with spacing $b$. For one well, write $t=\tanh x$ and $s=\operatorname{sech}^2x$, so that $t'=s$ and $t''=-2st$. The function $f=(t-ik)e^{ikx}$ obeys
\begin{align}
-\tfrac12f''&=\left[st-iks+\tfrac12k^2(t-ik)\right]e^{ikx}\nonumber\\
&=\left(s+\tfrac12k^2\right)f .
\end{align}
It therefore solves the well problem at energy $k^2/2$, without reflection. The ratio of its amplitudes on the right and left is
\begin{equation}
\frac{1-ik}{-1-ik}=e^{i(\pi-2\arctan k)} .
\end{equation}
For well-separated sites the Bloch phase per cell is $\theta=kb+\pi-2\arctan k\simeq\pi+k(b-2)$ at small $k$. Setting $\theta=\pi+qb$ gives $q=k(1-2/b)$ and
\begin{equation}
E=\frac{k^2}{2}=\frac{q^2}{2m^*},\qquad m^*=\left(1-\frac2b\right)^2 .
\end{equation}
For $b=7$ the formula gives $0.5102$; the band calculation gives $0.5104$.

Now replace one well by $-3s$. The factorizations
\begin{align}
(\partial_x+2t)(-\partial_x+2t)&=-\partial_x^2-2s+4,\\
(-\partial_x+2t)(\partial_x+2t)&=-\partial_x^2-6s+4
\end{align}
show that $g=(-\partial_x+2t)f$ solves the impurity well at the same energy: apply $-\partial_x+2t$ to the first operator acting on $f$. The additional amplitude ratio is
\begin{equation}
\frac{2-ik}{-2-ik}=e^{i[\pi-2\arctan(k/2)]}\simeq e^{i(\pi-k)} .
\end{equation}
The second factorization also gives a new core state, annihilated by $\partial_x+2t$. It is $\operatorname{sech}^2x$, with energy $-4/2=-2$.

The core difference $-2s$ thus does two things: it adds a core state, and it changes the low-energy phase by $\pi$ minus a small length times $k$. The $\pi$ only reverses the sign of the wave on one side and leaves the quantization of a shallow level unchanged. A smooth substitute can omit it.

Add a donor tail $-0.01\operatorname{sech}^2(x/30)$. The full crystal then has its deepest level at $-2.010$, other core levels near $-0.50$, and a donor level at $-0.00710$ on a grid of step $0.05$ bohr ($-0.00708$ with half that step). The envelope equation with the raw difference has a deep level at $-1.017$, at least $0.50$ hartree from every true level below the band edge. With the core difference dropped it gives $-0.00720$, within $2\%$ of the true donor. The sign of the remaining error fits the omitted phase $-k$: it shortens the available path and raises the true level.

\section{Third contribution: the smooth core difference}

A pseudopotential removes the core states from host and impurity together. If the silicon pseudopotential reproduces the conduction band, it reproduces $m^*$, and the reduction in Section 2 can be repeated with the difference of pseudopotentials as $U$.

For a valence state of energy $\epsilon_l$, choose inside $r_c$
\begin{equation}
u(r)=r^{l+1}e^{p(r)},\qquad p=d+c_2r^2+c_3r^3+c_4r^4 .
\end{equation}
Differentiating twice,
\begin{equation}
\frac{u''}{u}=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}r+p''+p'^2 .
\end{equation}
The radial equation $u''/u=2(V-\epsilon_l)+l(l+1)/r^2$ then gives
\begin{equation}
V_l=\epsilon_l+\frac{(l+1)p'}r+\frac{p''+p'^2}{2} .
\end{equation}
This is the Kerker form. The four coefficients match the value, slope and curvature of $u$ at $r_c$ and its norm inside. The norm matters for scattering. Differentiate $u''=[2(V-E)+l(l+1)/r^2]u$ with respect to $E$, and write $\dot u=\partial u/\partial E$:
\begin{equation}
(u\dot u'-\dot u u')'=-2u^2
\;\Rightarrow\;
\left.\frac{\partial}{\partial E}\frac{u'}u\right|_{r_c}
=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2\,dr .
\end{equation}
Equal norms therefore preserve the logarithmic derivative to first order in energy. The all-electron Sb $5s$ function has four radial nodes, the pseudofunction none. In a sphere of radius 12 bohr, the fifth and sixth all-electron levels are $-0.4046$ and $0.0116$; the first two pseudo levels are $-0.4046$ and $0.0113$.

Subtracting the Hartree and exchange potentials of the valence density leaves the ionic pseudopotentials. Their $s$-channel difference, used as a local potential and screened with $\varepsilon(q)$, compares with the all-electron result as follows (hartree):

\begin{center}
\begin{tabular}{rrr}
$r$ (bohr) & all-electron & pseudo\\
0.1 & $-221$ & $1.79$\\
0.5 & $-11.2$ & $1.29$\\
1.0 & $-1.10$ & $0.58$\\
2.0 & $0.12$ & $-0.25$\\
4.0 & $-0.010$ & $-0.029$
\end{tabular}
\end{center}

The valence electron of antimony feels strong attraction in the core, but its nodes cost kinetic energy there. The pseudopotential contains the net effect, which is here more repulsive for antimony than for silicon near the nucleus.

\section{When is a smooth difference weak enough?}

Separate off the tail: $U_s=U+1/\varepsilon r$. Removing the repulsive parts of $U_s$ cannot reduce the number of bound states, so consider $w=2m^*|U_{s,-}|$, where $U_{s,-}$ is the negative part. Scale $w$ by $g$ from 0 to 1. Each $s$ state appears at some $g_j\le1$ with zero energy, where $u''=-g_jwu$, $u(0)=0$ and $u'(\infty)=0$. Integrating twice,
\begin{equation}
u(r)=g_j\int_0^\infty\min(r,r')\,w(r')u(r')\,dr' .
\end{equation}
Multiplication by $\sqrt{w(r)}$ shows that $1/g_j$ is an eigenvalue of the positive kernel $\sqrt{w(r)}\min(r,r')\sqrt{w(r')}$. Each bound state contributes at least 1 to its trace, so
\begin{equation}
N_s\le2m^*\int_0^\infty r|U_{s,-}(r)|\,dr .
\end{equation}
This is Bargmann's bound. It is $0.27$ for the pseudopotential difference, so its short-range part binds nothing by itself. For the all-electron difference it is $5.3$, which permits binding without proving it; solution of the radial equation finds one state.

Smoothness alone is not sufficient. A square well of depth $U_0$ and radius $R$ first binds when $\sqrt{2m^*U_0}\,R=\pi/2$, since the interior function $\sin(\sqrt{2m^*U_0}\,r)$ must then arrive with zero slope. Hence $U_0=\pi^2/(8m^*R^2)$, or $0.86$ hartree for $R=2.2$ bohr. A well somewhat deeper than this still binds after a slight rounding of its edge, although its potential is then smooth.

\section{Fourth contribution: six valleys}

For the symmetric donor state, add the six valleys with equal envelopes and set their Bloch overlaps to one. Seen from one valley, the others lie at separation $2k_0$ (one valley) and $\sqrt2k_0$ (four), with $k_0=0.520$. The spherical average of $e^{i\mathbf K\cdot\mathbf r}$ is $\sin(Kr)/(Kr)$, so $U$ is multiplied by
\begin{equation}
G(r)=1+\frac{\sin(2k_0r)}{2k_0r}
+4\frac{\sin(\sqrt2k_0r)}{\sqrt2k_0r},\qquad G(0)=6 .
\end{equation}
The lowest levels are:

\begin{center}
\begin{tabular}{lrr}
$U$ & all $k$ & $k<k_c$\\
all-electron & $-166$ keV & $-515$ meV\\
point charge, Eq.~(\ref{eq:point}) & $-31$ eV & $-43.0$ meV\\
pseudo & $-41.5$ meV & $-31.4$ meV
\end{tabular}
\end{center}

Even a donor with no core difference collapses in this crude equation, because the unscreened $-1/r$ near its nucleus becomes $-6/r$. The pseudopotential difference has no $1/r$ singularity, and its repulsive centre keeps the level shallow: setting the positive part of $U$ to zero moves the six-valley level to $-0.33$ eV. The cutoff cures the point charge, but the all-electron level stays near $-0.5$ eV: intervalley coupling samples the core even when each envelope is smooth. The cutoff values in the table are for a box of 300 bohr, whose discrete wave numbers end slightly below $k_c$; placing the edge at $k_c$ lowers the all-electron level to $-528$ meV and the point-charge level to $-43.2$ meV. Limiting the envelope is therefore no general replacement for removing the core.

\section{Weighing the contributions}

In the single-valley equation with $m^*=0.298$, the Coulomb tail gives $-29.6$ meV and the rest of the pseudopotential difference, which includes the incomplete screening near the nucleus, adds $-1.1$ meV. Changing $r_c$ from $2.2$ to $2.0$ or $2.4$ bohr, or using the $p$-channel difference, moves the result by less than $0.1$ meV; the valley cutoff raises it by $0.3$ meV. The six-valley factor lowers it by $10.8$ meV without the cutoff and by $1.0$ meV with it. Intervalley coupling is thus the largest of the uncertainties tested here.

To first order, with the atomic potential held fixed, relativity shifts the atomic Sb $5s$ level by $-1.6$ eV and Si $3s$ by $-0.1$ eV; a self-consistent scalar-relativistic (ZORA) atom, in which the density relaxes, gives only about $-0.9$ and $-0.05$ eV. As a rough estimate, let the difference, $-1.5$ eV, act throughout a sphere of radius $2.2$ bohr. The donor density at the centre is $1/(\pi a^{*3})\simeq5.3\times10^{-6}$ and the volume is $45$ bohr$^3$, so the level moves by about $-0.4$ meV, or $-2$ meV with a factor 6. With the relaxed difference, $-0.9$ eV, these become about $-0.2$ and $-1.3$ meV.

The measured binding energy of antimony in silicon is roughly 43 meV. The single-valley result is too shallow. The six-valley value of $41.5$ meV is close, but the valley cutoff changes it by 10 meV, and without the cutoff it ranges from $38.1$ to $44.3$ meV over the same choices of $r_c$ and channel that hardly affect the single-valley level. It also depends on the form of $p(r)$: with powers $r^2,r^4,r^6$ it is $38.9$ meV and the range is $35.9$ to $40.4$ meV, while the single-valley level stays within $0.1$ meV. The agreement therefore does not validate it; true Bloch overlaps, lattice relaxation and nonlinear screening are missing. Heavy doping also breaks the assumption of an isolated donor. At a separation $4a^*\simeq8.3$ nm, or about $1.7\times10^{18}$ cm$^{-3}$, the potential energy from one neighbouring ion is $1/(4\varepsilon a^*)$, half the Coulomb binding energy, or 15 meV. At 300 K the thermal energy is 26 meV, comparable with the donor binding itself; in this model it affects the occupation of the level, not its energy. The corrections to the energy matter for the shallow level; none gives meaning to the one at $-1868$ eV.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant (rough): 0.543 nm = 10.261 bohr
permittivity 11.7; masses (rough): 0.92, 0.19 m_e
isotropic mass matched to Coulomb donor: 0.2979 m_e
anisotropic Coulomb donor level: -29.61 meV
level with mean inverse mass 0.2583 m_e: -25.68 meV
k_TF, q_s, k_cut, k_valley: 1.104, 1.154, 0.332, 0.520 1/bohr
virial ratios Sb, Si: 2.00000, 2.00000
true Sb s levels 1s-5s: -1070.728, -159.096, -31.034, -4.995, -0.405 hartree
Si 3s level: -0.3591 hartree
radial nodes of Sb 5s: all-electron 4, pseudo 0
Sb in 12-bohr sphere, s levels 5-6: -0.4046, 0.0116 hartree
same sphere, pseudo s levels 1-2: -0.4046, 0.0113 hartree
r times all-electron difference at smallest r: -36.99 hartree bohr
screened U at 0.1 bohr: all-electron -221.468, pseudo 1.794 hartree
screened U at 0.5 bohr: all-electron -11.246, pseudo 1.291 hartree
screened U at 1.0 bohr: all-electron -1.104, pseudo 0.578 hartree
screened U at 2.0 bohr: all-electron 0.121, pseudo -0.253 hartree
screened U at 4.0 bohr: all-electron -0.010, pseudo -0.029 hartree
unscreened scale -m*Z^2/2, Z=37: -5548 eV
all-electron envelope s levels 1-4: -1867.9879, -0.0290, -0.0073, -0.0017 eV
all-electron envelope lowest p level: -0.0074 eV
lowest all-electron level, doubled mass: -6460.6 eV
rms wave vector of deepest state: 9.38 1/bohr
all-electron level with k < k_cut: -31.46 meV
pseudo envelope level: -30.67 meV = -0.001127 hartree
pseudo level with k < k_cut: -30.41 meV
short-range all-electron: 1 s states, Bargmann bound 5.301
short-range pseudo: 0 s states, Bargmann bound 0.272
pseudo core radius used: 2.2 bohr
pseudo level, core radius 2.0 bohr: -30.74 meV
pseudo level, core radius 2.4 bohr: -30.68 meV
pseudo level using p-channel difference: -30.68 meV
six-valley all-electron: -165778.6831 eV; with k < k_cut -0.5145 eV
six-valley pseudo: -0.0415 eV; with k < k_cut -0.0314 eV
six-valley point charge: -31.1258 eV; with k < k_cut -0.0430 eV
relativistic shift Sb 5s, Si 3s: -1.584, -0.086 eV
thermal energy at 300 K: 25.85 meV
model crystal: spacing 7.0 bohr, mass 0.5104 m_e, formula 0.5102
model tail: depth 0.01 hartree, width 30.0 bohr
model full deepest level: -2.0102 hartree from band edge
model host core levels near: -0.5010 hartree
model raw-difference levels: -1.0170, -0.00792 hartree
distance of deep raw level to any true level: 0.5022 hartree
model donor: full -0.007099, core difference dropped -0.007200 hartree
\end{verbatim}
